# Schwartz's partial-wave increment and inverse-cube extrapolation for second-order helium

## Scaling fixes the form

Consider two electrons bound to a fixed point nucleus of charge $Z$, without relativity. If lengths are measured in $1/Z$ bohr and energies in $Z^2$ hartree, the Hamiltonian becomes

$$H=H_0+\frac1Z V,\qquad H_0=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac1{r_1}-\frac1{r_2},\qquad V=\frac1{r_{12}} .$$

The second-order energy carries $Z^2\cdot Z^{-2}=1$, so $E_2$ in hartree is the same number for every $Z$.

Now resolve the pair function into Legendre polynomials $P_l(\cos\theta)$ of the angle between $\mathbf r_1$ and $\mathbf r_2$. At large $l$ the component of $1/r_{12}$ has size $1/r$ and is confined to a layer $|r_1-r_2|\sim r/l$. The centrifugal energy there is of order $l^2/r^2$. A second-order energy is source squared over excitation energy, integrated with weight $r_1^2r_2^2$ and the angular factor $1/(2l+1)$:

$$\frac1{r^2}\cdot\frac{r^2}{l^2}\cdot\frac rl\cdot r^4\cdot\frac1l=\frac{r^5}{l^4}.$$

Hence $E_l\simeq -C\,l^{-4}\int_0^\infty r^5\,|\psi_0(r,r)|^2\,dr$ with a pure number $C$. The coefficient and the size of the corrections remain to be found.

## Assumptions and result

The reference is the singlet ground state of $H_0$, $\psi_0=e^{-r_1-r_2}/\pi$, with $E_0=-1$. The first-order function obeys

$$(H_0-E_0)\psi_1=-(V-E_1)\psi_0,\quad \langle\psi_0|\psi_1\rangle=0,\quad E_2=\langle\psi_0|V|\psi_1\rangle. \tag{1}$$

Write $\lambda=l+\tfrac12$, and let a subscript $l$ denote the coefficient of $P_l(\cos\theta)$.

**Theorem.** $E_2=\sum_l E_l$, and for large $l$

$$E_l=-\frac{45}{256}\lambda^{-4}+\frac{225}{1024}\lambda^{-6}+O(\lambda^{-8}). \tag{2}$$

If all radial functions are included for $l\le L$, the truncated sum $E(L)$ satisfies

$$E(L)-E_2=\frac{15}{256}(L+1)^{-3}-\frac{75}{1024}(L+1)^{-5}+O\big((L+1)^{-7}\big). \tag{3}$$

The theorem concerns $E_2$ with a hydrogenic reference. It is not a statement about the full helium energy, nor about perturbation theory on a Hartree–Fock reference.

## Lemma 1: the channels decouple

The polynomial $P_l(\cos\theta)$ is an eigenfunction of both squared one-electron angular momenta, with eigenvalue $l(l+1)$. Since $H_0$ contains no $r_{12}$, it does not mix different $l$. Let $K_l$ be $H_0-E_0$ in channel $l$. The average of $P_l^2$ over angles is $1/(2l+1)$, so the inner product of two radial coefficients is

$$(f,g)_l=\frac{16\pi^2}{2l+1}\int_0^\infty\!\!\int_0^\infty f\,g\,r_1^2r_2^2\,dr_1dr_2 .$$

The constant $E_1$ belongs to $l=0$. For $l\ge1$, (1) therefore gives

$$K_l\psi_{1,l}=-V_l\psi_0,\qquad E_l=(V_l\psi_0,\psi_{1,l})_l. \tag{4}$$

For $l\ge1$ each electron has energy at least $-\tfrac12(l+1)^{-2}$, so $K_l\ge1-(l+1)^{-2}>0$ and $K_l^{-1}$ exists.

## Lemma 2: what the cusp leaves behind

**Claim.** With $W=(r_1+r_2)(1-\cos\theta)/r_{12}$,

$$(H_0-E_0)\,\tfrac12r_{12}\psi_0=-\frac{\psi_0}{r_{12}}+\tfrac12W\psi_0 . \tag{5}$$

**Proof.** Since $\nabla_i^2r_{12}=2/r_{12}$, the product rule reads
$$\nabla_i^2(r_{12}\psi_0)=\frac{2}{r_{12}}\psi_0+2\nabla_ir_{12}\cdot\nabla_i\psi_0+r_{12}\nabla_i^2\psi_0 .$$
The last terms combine with the potential and $-E_0$ to zero, because $H_0\psi_0=E_0\psi_0$. Multiplying the rest by $-\tfrac14$ and summing over $i$ leaves $-\psi_0/r_{12}-\tfrac12\sum_i\nabla_ir_{12}\cdot\nabla_i\psi_0$.

Let $\mathbf n=(\mathbf r_1-\mathbf r_2)/r_{12}$. Then $\nabla_1r_{12}=\mathbf n$, $\nabla_2r_{12}=-\mathbf n$ and $\nabla_i\psi_0=-\hat{\mathbf r}_i\psi_0$. The second term becomes $+\tfrac12\mathbf n\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\psi_0$. Finally

$$(\mathbf r_1-\mathbf r_2)\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2)=r_1+r_2-(r_1+r_2)\cos\theta. \qquad\square$$

The function $\tfrac12r_{12}\psi_0$ is the electron–electron cusp: its slope removes the singular source. From $r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos\theta$,

$$1-\cos\theta=\frac{r_{12}^2-(r_1-r_2)^2}{2r_1r_2},\qquad W=\frac{r_1+r_2}{2r_1r_2}\Big[r_{12}-\frac{(r_1-r_2)^2}{r_{12}}\Big]. \tag{6}$$

Away from the nucleus $W$ is of order $r_{12}$ as $r_{12}\to0$, whereas the original source diverges. The slope depends on direction: near radius $r$, (6) gives $W\simeq(r_{12}/r)\sin^2\gamma$, where $\gamma$ is the angle between $\mathbf r_1-\mathbf r_2$ and the radial direction, so $W$ is zero for a purely radial approach.

## Lemma 3: an identity and a two-sided bound

**Claim.** For $l\ge1$, $E_l=T_l+S_l-X_l$, where
$$T_l=\tfrac12(V_l\psi_0,(r_{12})_l\psi_0)_l,\qquad S_l=\tfrac14((r_{12})_l\psi_0,W_l\psi_0)_l,$$
$$X_l=\tfrac14(W_l\psi_0,K_l^{-1}W_l\psi_0)_l,\qquad 0\le X_l\le U_l\equiv\frac{(W_l\psi_0,r_1r_2W_l\psi_0)_l}{4(l^2+l-1)} .$$

**Proof.** Put $\psi_{1,l}=\tfrac12(r_{12})_l\psi_0+\chi_l$. Subtracting the $l$ component of (5) from (4) gives $K_l\chi_l=-\tfrac12W_l\psi_0$. The first part of $\psi_{1,l}$ contributes $T_l$ to $E_l$. For the second, use (4) and the symmetry of $K_l$:

$$(V_l\psi_0,\chi_l)_l=-(K_l\psi_{1,l},\chi_l)_l=-(\psi_{1,l},K_l\chi_l)_l=\tfrac12(\psi_{1,l},W_l\psi_0)_l .$$

Inserting $\psi_{1,l}$ again gives $S_l+\tfrac12(\chi_l,W_l\psi_0)_l$. Since $\chi_l=-\tfrac12K_l^{-1}W_l\psi_0$, the last term is $-X_l$.

For the bound, multiply radial functions by $r_1r_2$, so that each electron has the operator $-\tfrac12\partial_r^2+\frac{l(l+1)}{2r^2}-\frac1r+\frac12$. Because $\frac12-\frac1r+\frac1{2r^2}=\frac12(1-\frac1r)^2\ge0$ and $-\partial_r^2\ge0$, this operator is at least $(l^2+l-1)/(2r^2)$. Adding both electrons and using $\frac12(r_1^{-2}+r_2^{-2})\ge1/(r_1r_2)$,

$$K_l\ge\frac{\mu}{r_1r_2},\qquad \mu=l^2+l-1>0 .$$

For any $w$, $(w,K_l^{-1}w)_l$ is the maximum over $f$ of $2(w,f)_l-(f,K_lf)_l$. Replacing $K_l$ by its lower bound raises this expression, and completing the square gives at most $(w,r_1r_2w)_l/\mu$. $\square$

Thus $T_l+S_l-U_l\le E_l\le T_l+S_l$ for every $l\ge1$.

## Lemma 4: closed integrals

Let $r=\max(r_1,r_2)$ and let $t\in(0,1)$ be the ratio of the smaller to the larger radius. The Legendre expansion gives $V_l=t^l/r$. To expand $r_{12}$, write it as $r^2(1+t^2-2t\cos\theta)/r_{12}$ and use $(2k+1)\cos\theta\,P_k=(k+1)P_{k+1}+kP_{k-1}$:

$$(r_{12})_l=r\Big[(1+t^2)t^l-\frac{2l}{2l-1}t^l-\frac{2(l+1)}{2l+3}t^{l+2}\Big]=r\,t^l a,\qquad a=\frac{t^2}{2l+3}-\frac1{2l-1}.$$

Equation (6) then gives

$$W_l=\frac{1+t}{2tr}\big[r\,t^la-r^2(1-t)^2\,t^l/r\big]=\tfrac12(1+t)t^{l-1}b,\qquad b=a-(1-t)^2 .$$

The two orderings of the radii contribute equally, and the smaller radius has differential $r\,dt$. All three quantities therefore have the form

$$\frac{32}{2l+1}\int_0^1dt\,t^2\int_0^\infty dr\,r^5e^{-2r(1+t)}\,F,$$

with $F=\tfrac12t^{2l}a$ for $T_l$, $F=\tfrac18r(1+t)t^{2l-1}ab$ for $S_l$, and $F=r^2(1+t)^2t^{2l-1}b^2/(16\mu)$ for $U_l$. The radial integrals of $r^5,r^6,r^7$ are $\frac{15}{8}(1+t)^{-6}$, $\frac{45}{8}(1+t)^{-7}$ and $\frac{315}{16}(1+t)^{-8}$. Hence

$$T_l=\frac{30}{2l+1}\int_0^1\!\frac{t^{2l+2}a}{(1+t)^6}dt,\quad S_l=\frac{45/2}{2l+1}\int_0^1\!\frac{t^{2l+1}ab}{(1+t)^6}dt,\quad U_l=\frac{315/8}{(2l+1)\mu}\int_0^1\!\frac{t^{2l+1}b^2}{(1+t)^6}dt .$$

## Proof of the increment

Set $t=e^{-s}$. Then $(1+t)^{-6}=e^{3s}g/64$ with $g=\cosh^{-6}(s/2)$. Write $a=e^{-s}\alpha$ and $b=e^{-s}\beta$. Since $2l+3=2\lambda+2$ and $2l-1=2\lambda-2$,

$$\alpha=\frac{e^{-s}}{2\lambda+2}-\frac{e^s}{2\lambda-2}=-\frac{\lambda\sinh s+\cosh s}{\lambda^2-1},\qquad \beta=\alpha-4\sinh^2\frac s2 .$$

The exponentials in each integral combine to $e^{-2\lambda s}$. For $T_l$, for example, $t^{2l+2}dt$ supplies $e^{-(2\lambda+2)s}$, and the other factors supply $e^{3s}e^{-s}$. Large $\lambda$ selects small $s$, so put $s=y/\lambda$ and expand:

$$\alpha=-\lambda^{-2}\Big[1+y+\lambda^{-2}\Big(1+y+\frac{y^2}2+\frac{y^3}6\Big)+\dots\Big],$$
$$\beta=-\lambda^{-2}[1+y+y^2+O(\lambda^{-2})],\qquad g=1-\frac{3y^2}{4\lambda^2}+\dots$$

At fixed $y$ all three are even in $\lambda$, so each expansion proceeds in steps of $\lambda^{-2}$. With $\int_0^\infty e^{-2y}y^n\,dy=n!/2^{n+1}$,

$$T_l=-\frac{30}{128}\lambda^{-4}\int_0^\infty\! e^{-2y}\Big[1+y+\lambda^{-2}\Big(1+y-\frac{y^2}4-\frac{7y^3}{12}\Big)\Big]dy+\dots$$
$$=-\frac{30}{128}\lambda^{-4}\Big[\frac34+\frac{15}{32}\lambda^{-2}\Big]+\dots=-\frac{45}{256}\lambda^{-4}\Big[1+\frac58\lambda^{-2}\Big]+O(\lambda^{-8}).$$

For $S_l$ the integrand is $(1+y)(1+y+y^2)=1+2y+2y^2+y^3$, whose weighted integral is $\frac{15}8$. Therefore

$$S_l=\frac{45/2}{128}\cdot\frac{15}8\lambda^{-6}+O(\lambda^{-8})=\frac{675}{2048}\lambda^{-6}+O(\lambda^{-8}).$$

For $U_l$, $\mu=\lambda^2-\frac54$ and $\int_0^\infty e^{-2y}(1+y+y^2)^2dy=\frac{13}4$. This gives $U_l=\frac{4095}{4096}\lambda^{-8}+\dots$, so $X_l=O(\lambda^{-8})$. The $\lambda^{-6}$ coefficient of $E_l$ is $-\frac{225}{2048}+\frac{675}{2048}=\frac{225}{1024}$, which proves (2). The leading term comes from the cusp function alone. $\square$

**Remark: the layer.** The constant $C$ of the opening estimate follows from a local calculation. Put $x=r_1-r_2$, $R=(r_1+r_2)/2$ and $\kappa=\lambda/R$. To leading order $V_l=e^{-\kappa|x|}/R$, and $u=\psi_{1,l}/\psi_0$ obeys

$$(-\partial_x^2+\kappa^2)u=-\frac{e^{-\kappa|x|}}R,\qquad u=-\frac{(1+\kappa|x|)e^{-\kappa|x|}}{2R\kappa^2}.$$

Then $\int V_lu\,dx=-3R/(4\lambda^3)$, and the prefactor $16\pi^2R^4/(2\lambda)$ yields

$$E_l\simeq-6\pi^2\lambda^{-4}\int_0^\infty R^5|\psi_0(R,R)|^2dR .$$

So $C=6\pi^2$. Here the integral is $120/(4^6\pi^2)$, which returns $45/256$.

The same layer equation with source $-\tfrac12W_l\simeq\tfrac12\lambda^{-2}(1+y+y^2)e^{-y}$, where now $y=\kappa|x|$, gives $\chi_l/\psi_0\simeq R^2/(2\lambda^4)$ at $x=0$. Relative to the cusp part $-R/(2\lambda^2)$ this is $-R/\lambda^2$. For $l=10$ and $R=1$ the predicted ratio of $\psi_{1,l}$ to its cusp part is $1-1/110.25=0.9909$; the computed ratio is 0.9909.

## Proof of the inverse cube

Let $n=L+1$. The omitted $\lambda$ are the midpoints of the unit intervals starting at $n$. Taylor expansion about a midpoint gives $\int f=f+f''/24+\dots$ on each interval. Summed over intervals,

$$\sum_{l>L}f(\lambda)=\int_n^\infty f\,dx+\frac{f'(n)}{24}+\dots$$

Thus $\sum\lambda^{-4}=\frac13n^{-3}-\frac16n^{-5}+O(n^{-7})$ and $\sum\lambda^{-6}=\frac15n^{-5}+O(n^{-7})$. Since $E(L)-E_2=-\sum_{l>L}E_l$,

$$E(L)-E_2=\frac{45}{256}\Big(\frac{n^{-3}}3-\frac{n^{-5}}6\Big)-\frac{225}{1024}\,\frac{n^{-5}}5+O(n^{-7}),$$

which is (3). $\square$

**Corollary.** Two truncations with $n_i=L_i+1$ eliminate the cube:

$$E_2\approx\frac{n_2^3E(L_2)-n_1^3E(L_1)}{n_2^3-n_1^3},\qquad \text{error}\simeq-\frac{75}{1024}\,\frac{n_2^{-2}-n_1^{-2}}{n_2^3-n_1^3}. \tag{7}$$

For $n_2>n_1$ the predicted error is positive, so the estimate lies slightly above $E_2$.

## Worked example

The pair equations for $l=0$ to $20$ were solved variationally in large radial bases. Separately, $E_2$ was obtained without partial waves from a basis containing $r_{12}$ explicitly. The latter gives $E_2=-0.157666429$ hartree, or $-4.2903$ eV. The partial waves, with the tail beyond $l=20$ taken from (2), give the same nine decimals. This is the second-order term alone; the zeroth, first and higher orders of the ion's energy are not in it.

**Increments.** For $l=10$, $\lambda=10.5$. The leading term is $-0.17578/10.5^4=-14.462$ microhartree and the next is $+0.21973/10.5^6=+0.164$. Their sum, $-14.298$, differs from the computed $-14.303$ by 0.04% of the latter. Low $l$ is different:

| $l$ | computed $E_l$ | leading law | bounds from Lemma 3 |
|---|---|---|---|
| 1 | −26495 | −34722 | −131444, +12717 |
| 2 | −3906.1 | −4500.0 | −4266.8, −3424.0 |
| 5 | −185.00 | −192.10 | −185.21, −183.98 |
| 10 | −14.303 | −14.462 | −14.304, −14.297 |

Energies are in microhartree. At $l=1$ the leading law is 31% too large in magnitude, and the bounds do not even fix the sign. By $l=5$ they confine $E_l$ to a window of 0.7% of its size. The leading law lies outside the window in the last three rows, so its $\lambda^{-6}$ correction is needed there.

**Truncation.** For $L=10$, $n=11$, the cube predicts $0.058594/1331=44.02$ microhartree. The fifth-power term lowers this by $0.073242/161051=0.45$ to 43.57, against a computed error of 43.58. By the cube law an error of 1 microhartree needs $n^3\approx58600$, that is $L\approx38$.

**Extrapolation.** Take $L=3$ and $4$, so $n=4$ and $5$. Equation (7) can be written $E(4)+\frac{64}{61}[E(4)-E(3)]$. With $E(3)=-0.156813$ and $E(4)=-0.157219$ hartree this is

$$-0.157219-1.049\times0.000406=-0.157645\ \text{hartree}.$$

Its error is 21.4 microhartree, compared with 447.5 for $E(4)$ itself. The residual predicted by (7) is 27.0; the difference shows that higher powers still matter at such small $n$. For $L=9$ and $10$ the error is 0.37 and the prediction 0.38.

The shift from $L$ to $L+1$ matters. If $L^3$ replaces $(L+1)^3$ in the weights for the pair (3, 4), the cube no longer cancels. It leaves
$$\frac{15}{256}\cdot\frac{64/125-27/64}{37}\approx143\ \text{microhartree},$$
which accounts for most of the computed error of 151.

**Condition of use.** The extrapolation presumes that each $E_l$ with $l\le L$ is radially converged. Suppose a finite radial basis adds errors $\delta_1$ and $\delta_2$ to the two truncated energies. For the pair (3, 4) the estimate then changes by $(125\delta_2-64\delta_1)/61$. A common error passes through unchanged. If each channel keeps the same variational basis in both truncations, the errors cannot be negative and they accumulate with $L$, so $0\le\delta_1\le\delta_2$. The estimate then rises by an amount between $\delta_2$ and $125\,\delta_2/61$, at most about twice $\delta_2$. The inverse cube describes the missing angular functions; it does not repair missing radial ones.

The remaining values are in the numerical output below.

## Computed results

```
first-order coefficient E1 = 0.625000 hartree (per unit Z)
E2 with explicit r12, 719 functions = -0.157666429 hartree
E2 with explicit r12, 1175 functions = -0.157666429 hartree
E2 converted = -4.29032 eV
E2 from l=0..20 plus two-term tail = -0.157666429 hartree
leading increment coefficient 45/256 = 0.17578125 hartree
next increment coefficient 225/1024 = 0.21972656 hartree
inverse-cube coefficient 15/256 = 0.05859375 hartree
inverse-fifth coefficient 75/1024 = 0.07324219 hartree
fitted T: lam^-4 -0.1757813, lam^-6 -0.109863 hartree
fitted S: lam^-6 0.329590 hartree
fitted U: lam^-8 0.99976 hartree
psi1_l/(half r12_l psi0), l=10, r1=r2=1 bohr/Z: 0.99093
l=1: lowest K/(1/(r1 r2)) = 2.8299, bound 1
l=2: lowest K/(1/(r1 r2)) = 7.5726, bound 5
l=5: lowest K/(1/(r1 r2)) = 33.7295, bound 29
increment l=0: -0.125333831 hartree
l, lower bound, E_l, upper bound, leading law (microhartree)
 1 -131443.54002  -26495.16234   12717.17477  -34722.22222
 2   -4266.82176   -3906.13400   -3424.03155   -4500.00000
 3   -1092.15102   -1077.72887   -1043.29136   -1171.38692
 4    -407.48189    -406.09828    -401.23979    -428.66941
 5    -185.21274    -184.99537    -183.98346    -192.09753
10     -14.30357     -14.30292     -14.29676     -14.46157
20      -0.99237      -0.99237      -0.99234      -0.99531
l, -lam^4 E_l, 45/256 - (225/1024)/lam^2 (hartree)
 2 0.152583 0.140625
 5 0.169282 0.168518
10 0.173853 0.173788
20 0.175263 0.175258
L, E(L) (hartree); error, cube law, two-term law (microhartree)
 1 -0.15182899   5837.436   7324.219   5035.400
 2 -0.15573513   1931.302   2170.139   1868.731
 3 -0.15681286    853.573    915.527    844.002
 4 -0.15721895    447.475    468.750    445.312
 9 -0.15760855     57.880     58.594     57.861
10 -0.15762285     43.577     44.022     43.568
20 -0.15766012      6.309      6.327      6.309
two-point extrapolation: L pair, E2 estimate (hartree),
  error, predicted error (microhartree)
(2, 3) -0.15759931 67.122 96.227
(3, 4) -0.15764503 21.404 27.016
(9, 10) -0.15766606 0.366 0.384
pair (3, 4) with L^-3 instead of (L+1)^-3: error 151.133 microhartree
```
